# Parity at L and phonon-assisted absorption edges in germanium: a program that tests the result

```python
"""
Result under test: for an indirect gap from Gamma to L in the diamond lattice,
with even valence top and even conduction edge, odd phonons (LA, TO) are allowed
and even phonons (TA, LO) are forbidden at the band edges.
Free-pair absorption then rises as Delta^2 (allowed) or Delta^3 (forbidden),
and 1s-exciton absorption as Delta^(1/2) or Delta^(3/2).
Delta: photon energy above the threshold of the process.
Wave vectors are in units 2 pi/a, positions in units a, in the band calculation.
Inversion is about the midpoint of the [111] bond unless a shift is given.
The pseudopotential is local and empirical; spin-orbit coupling is left out.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.interpolate import PchipInterpolator
from scipy.linalg import eigh
from scipy.stats import qmc

# ---------- electronic model ----------
lattice_angstrom = 5.66
ev = const.e
rydberg_ev = const.value("Rydberg constant times hc in eV")
kinetic_ev = ((const.hbar * 2 * np.pi / (lattice_angstrom * 1e-10))**2
              / (2 * const.m_e) / ev)
tau = np.ones(3) / 8          # atom A at -tau, atom B at +tau
L = np.ones(3) / 2
gamma = np.zeros(3)
form_squares = np.array([0.0, 3.0, 8.0, 11.0, 16.0])
form_values = np.array([-0.60, -0.23, 0.01, 0.06, 0.0])
form_curve = PchipInterpolator(form_squares, form_values)


def potential(square):
    inside = form_curve(np.minimum(square, 16.0))
    return rydberg_ev * np.where(square < 16.0, inside, 0.0)


def reciprocal_set(center, cutoff=30.5):
    basis = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    integers = np.array(list(itertools.product(range(-7, 8), repeat=3)))
    vectors = integers @ basis
    return vectors[np.sum((vectors + center)**2, axis=1) <= cutoff]


G_gamma = reciprocal_set(gamma)
G_L = reciprocal_set(L)


def bands(k, vectors):
    difference = vectors[:, None, :] - vectors[None, :, :]
    matrix = (potential(np.sum(difference**2, axis=2))
              * np.cos(2 * np.pi * difference @ tau))
    matrix = matrix + np.diag(kinetic_ev * np.sum((vectors + k)**2, axis=1))
    return eigh(matrix)


def electron_parity(k, vectors, states, shift=np.zeros(3)):
    """Mean parity of a level; inversion centre is at shift/2."""
    momenta = vectors + k
    lookup = {tuple(np.rint(2 * p).astype(int)): i
              for i, p in enumerate(momenta)}
    partner = [lookup[tuple(np.rint(-2 * p).astype(int))] for p in momenta]
    image = np.zeros(states.shape, dtype=complex)
    image[partner] = np.exp(2j * np.pi * momenta @ shift)[:, None] * states
    return np.trace(states.T @ image).real / states.shape[1]


E_gamma, C_gamma = bands(gamma, G_gamma)
E_L, C_L = bands(L, G_L)
parity_v = electron_parity(gamma, G_gamma, C_gamma[:, 1:4])
parity_gamma_c = electron_parity(gamma, G_gamma, C_gamma[:, 4:5])
parity_c = electron_parity(L, G_L, C_L[:, 4:5])
assert np.ptp(E_gamma[1:4]) < 1e-8
assert abs(parity_v - 1) < 1e-8 and abs(parity_c - 1) < 1e-8
assert abs(parity_gamma_c + 1) < 1e-8

# ---------- nearest-neighbour phonon model ----------
stretch, bend, mass_u = 120.0, 10.0, 73.0       # N/m, N/m, atomic mass units
bond_vectors = np.array([[1, 1, 1], [1, -1, -1],
                         [-1, 1, -1], [-1, -1, 1]]) / 4
cell_shifts = bond_vectors - bond_vectors[0]


def phonons(q):
    """Ascending energies in eV and polarization vectors, phases exp(iq.R)."""
    onsite = np.zeros((3, 3))
    offsite = np.zeros((3, 3), dtype=complex)
    for bond, shift in zip(bond_vectors, cell_shifts):
        unit = bond / np.linalg.norm(bond)
        projector = np.outer(unit, unit)
        spring = stretch * projector + bend * (np.eye(3) - projector)
        onsite += spring
        offsite -= spring * np.exp(2j * np.pi * q @ shift)
    matrix = np.block([[onsite, offsite], [offsite.conj().T, onsite]])
    values, vectors = eigh(matrix)
    frequency = np.sqrt(values / (mass_u * const.atomic_mass))
    return const.hbar * frequency / ev, vectors, values


groups = {"TA": [0, 1], "LA": [2], "LO": [3], "TO": [4, 5]}
expected_parity = {"TA": 1, "LA": -1, "LO": 1, "TO": -1}
phonon_ev, modes, spring_values = phonons(L)
spring_formula = {"TA": 2 * bend,
                  "LA": 2 * stretch / 3 + 16 * bend / 3,
                  "LO": 2 * stretch,
                  "TO": 8 * stretch / 3 + 10 * bend / 3}


def phonon_parity(vectors, shift=np.zeros(3)):
    phase = np.exp(-2j * np.pi * L @ shift)
    image = np.vstack([-phase * vectors[3:], -phase * vectors[:3]])
    return np.trace(vectors.conj().T @ image).real / vectors.shape[1]


mode_parity = {}
axis = np.ones(3) / np.sqrt(3)
other_center = cell_shifts[1]
parity_c_other = electron_parity(L, G_L, C_L[:, 4:5], other_center)
assert abs(parity_c_other + parity_c) < 1e-8
for name, members in groups.items():
    vectors = modes[:, members]
    mode_parity[name] = phonon_parity(vectors)
    along = (np.sum(abs(axis @ vectors[:3])**2 + abs(axis @ vectors[3:])**2)
             / len(members))
    assert abs(along - (1 if name[0] == "L" else 0)) < 1e-8
    assert abs(mode_parity[name] - expected_parity[name]) < 1e-8
    assert np.allclose(spring_values[members], spring_formula[name], rtol=1e-9)
    other_product = phonon_parity(vectors, other_center) * parity_c_other
    assert abs(other_product - mode_parity[name] * parity_c) < 1e-8

# The longitudinal order reverses when the transverse spring is too stiff.
saved_bend = bend
bend = 0.30 * stretch
_, stiff_modes, stiff_values = phonons(L)
longitudinal = [i for i in range(6)
                if abs(axis @ stiff_modes[:3, i])**2
                + abs(axis @ stiff_modes[3:, i])**2 > 0.99]
assert len(longitudinal) == 2
assert phonon_parity(stiff_modes[:, longitudinal[:1]]) > 0.99
bend = saved_bend


# ---------- photon plus phonon amplitudes ----------
def strengths(k_valence, k_conduction):
    """Sum of squared amplitudes over valence triplet, light axes and modes."""
    Ev, Cv = bands(k_valence, G_gamma)
    Ec, Cc = bands(k_conduction, G_L)
    Kv, Kc = G_gamma + k_valence, G_L + k_conduction
    transfer = Kc[:, None, :] - Kv[None, :, :]
    ion = potential(np.sum(transfer**2, axis=2))
    phase = np.exp(2j * np.pi * transfer @ tau)
    energies, polarization, _ = phonons(k_conduction - k_valence)
    momentum_v = [Cv.T @ (Kv[:, [i]] * Cv[:, 1:4]) for i in range(3)]
    momentum_c = [(Cc[:, 4] * Kc[:, i]) @ Cc for i in range(3)]
    by_mode = []
    for omega, vector in zip(energies, polarization.T):
        change = -0.5j * ion * ((transfer @ vector[:3]) * phase
                                + (transfer @ vector[3:]) * phase.conj())
        coupling = Cc.T @ change @ Cv / np.sqrt(omega)
        total = 0.0
        for i in range(3):
            photon_first = (coupling[4] / (Ev - Ec[4] - omega)) @ momentum_v[i]
            denominators = Ec[:, None] - Ev[None, 1:4] + omega
            phonon_first = momentum_c[i] @ (coupling[:, 1:4] / denominators)
            total += np.sum(abs(photon_first + phonon_first)**2)
        by_mode.append(total)
    return {name: sum(by_mode[i] for i in members)
            for name, members in groups.items()}


edge_strength = strengths(gamma, L)
relative = {name: value / edge_strength["LA"]
            for name, value in edge_strength.items()}
assert relative["TO"] > 1e-8
assert relative["TA"] < 1e-20 and relative["LO"] < 1e-20

direction = np.array([0.3, 0.5, 0.8])
direction /= np.linalg.norm(direction)
small = 0.001 * direction
electron_1, electron_2 = strengths(gamma, L + small), strengths(gamma, L + 2 * small)
hole_1, hole_2 = strengths(small, L), strengths(2 * small, L)
electron_power, hole_power = {}, {}
for name in groups:
    electron_power[name] = np.log2(electron_2[name] / electron_1[name])
    hole_power[name] = np.log2(hole_2[name] / hole_1[name])
    wanted = 2 if expected_parity[name] == 1 else 0
    # Finite displacements leave small higher-order corrections.
    assert abs(electron_power[name] - wanted) < 0.08
    assert abs(hole_power[name] - wanted) < 0.08

# ---------- powers of the free-pair edge ----------
masses = np.array([0.1, 0.1, 1.5, 0.3, 0.3, 0.3])
linear_length = 2.0                                # angstrom, all components
kinetic_constant = const.hbar**2 / (2 * const.m_e) / ev * 1e20  # eV angstrom^2
inverse_W = np.sum(masses * linear_length**2) / (6 * kinetic_constant)
W_ev = 1 / inverse_W
top = 0.020
points = 2 * qmc.Sobol(6, seed=7).random_base2(20) - 1


def edge_powers(momenta, pair_energy):
    linear_square = (linear_length * momenta.sum(axis=1))**2
    full, part = pair_energy < top, pair_energy < 0.6 * top
    allowed = np.log(full.sum() / part.sum()) / np.log(1 / 0.6) - 1
    forbidden = (np.log(linear_square[full].sum() / linear_square[part].sum())
                 / np.log(1 / 0.6) - 1)
    return allowed, forbidden, linear_square[full].mean()


momenta = points * np.sqrt(masses * top / kinetic_constant)
pair_energy = kinetic_constant * np.sum(momenta**2 / masses, axis=1)
free_allowed, free_forbidden, sampled_mean = edge_powers(momenta, pair_energy)
# Sampling noise, not the scaling law, sets these tolerances.
assert abs(free_allowed - 2) < 0.1 and abs(free_forbidden - 3) < 0.1
integrated_ratio = 0.75 * top / W_ev
assert abs(sampled_mean / integrated_ratio - 1) < 0.03

# Warped heavy-hole band, in units of hbar^2/(2 electron mass).
A, B, C = 10.0, 6.0, 8.0
lowest = A - np.sqrt(B**2 + C**2 / 3)
widths = np.sqrt(top / kinetic_constant
                 * np.array([0.1, 0.1, 1.5, 1 / lowest, 1 / lowest, 1 / lowest]))
momenta = points * widths
squares = momenta[:, 3:]**2
hole_square = squares.sum(axis=1)
mixed = (squares[:, 0] * squares[:, 1] + squares[:, 1] * squares[:, 2]
         + squares[:, 2] * squares[:, 0])
warped_energy = A * hole_square - np.sqrt(B**2 * hole_square**2 + C**2 * mixed)
pair_energy = kinetic_constant * (np.sum(momenta[:, :3]**2 / masses[:3], axis=1)
                                  + warped_energy)
warped_allowed, warped_forbidden, _ = edge_powers(momenta, pair_energy)
assert abs(warped_allowed - 2) < 0.1 and abs(warped_forbidden - 3) < 0.1

# ---------- powers of the 1s-exciton edge ----------
line = np.arange(-60, 61)
x, y, z = np.meshgrid(line, line, line, indexing="ij", sparse=True)
radius_square = x**2 + y**2 + z**2
weight = (x + 2 * y - z)**2
large, half = radius_square <= 3200, radius_square <= 1600
exciton_allowed = np.log2(large.sum() / half.sum()) - 1
exciton_forbidden = np.log2(weight[large].sum() / weight[half].sum()) - 1
assert abs(exciton_allowed - 0.5) < 0.02
assert abs(exciton_forbidden - 1.5) < 0.02

# ---------- printed results ----------
print(f"Pseudopotential lattice constant: {lattice_angstrom:.2f} angstrom")
print("Form factors at G^2 = 3, 8, 11:",
      ", ".join(f"{v:.2f}" for v in form_values[1:4]), "Ry")
print(f"Plane waves at Gamma, L: {len(G_gamma)}, {len(G_L)}")
print(f"Model conduction level at Gamma above valence top: "
      f"{E_gamma[4] - E_gamma[3]:.3f} eV")
print(f"Model conduction level at L above valence top: "
      f"{E_L[4] - E_gamma[3]:.3f} eV")
print(f"Parity, valence top at Gamma: {parity_v:+.0f}")
print(f"Parity, lowest conduction level at Gamma: {parity_gamma_c:+.0f}")
print(f"Parity, conduction level at L: {parity_c:+.0f}")
print(f"Same L level about another bond centre: {parity_c_other:+.0f}")
print(f"Springs, stretching and transverse: {stretch:.0f}, {bend:.0f} N/m")
print(f"Model atomic mass: {mass_u:.0f} u")
gap_mev = 700.0
print(f"Worked-example indirect gap: {gap_mev:.0f} meV")
for name, members in groups.items():
    energy_mev = 1000 * phonon_ev[members[0]]
    print(f"{name}: parity {mode_parity[name]:+.0f}, M omega^2 "
          f"{spring_values[members[0]]:.1f} N/m, phonon {energy_mev:.2f} meV, "
          f"emission edge {gap_mev + energy_mev:.2f} meV")
for name in groups:
    print(f"{name}: band-edge strength relative to LA {relative[name]:.2e}")
for name in groups:
    print(f"{name}: power of strength in electron, hole displacement "
          f"{electron_power[name]:.3f}, {hole_power[name]:.3f}")
print(f"Sampled free-pair powers, allowed, forbidden: "
      f"{free_allowed:.2f}, {free_forbidden:.2f}")
print(f"Sampled warped-band powers, allowed, forbidden: "
      f"{warped_allowed:.2f}, {warped_forbidden:.2f}")
print(f"Counted 1s-exciton powers, allowed, forbidden: "
      f"{exciton_allowed:.3f}, {exciton_forbidden:.3f}")
print("Electron masses:", ", ".join(f"{m:.1f}" for m in masses[:3]),
      "electron masses")
print(f"Hole mass: {masses[3]:.1f} electron masses")
print(f"Linear coefficient per component: {linear_length:.1f} angstrom")
print(f"hbar^2/(2 electron mass): {kinetic_constant:.4f} eV angstrom^2")
print(f"Scale W: {W_ev:.3f} eV")
print(f"Integrated strength ratio up to 20 meV, sampled, formula: "
      f"{sampled_mean:.5f}, {integrated_ratio:.5f}")
for delta in (0.010, 0.020):
    print(f"Forbidden/allowed free-pair absorption at {1000 * delta:.0f} meV: "
          f"{delta / W_ev:.5f}")
print(f"Free-pair growth from 10 to 20 meV, allowed, forbidden: "
      f"{2**2:.0f}, {2**3:.0f}")
print(f"1s-exciton growth from 10 to 20 meV, allowed, forbidden: "
      f"{2**0.5:.3f}, {2**1.5:.3f}")
print("verified")
```

Output:

```
Pseudopotential lattice constant: 5.66 angstrom
Form factors at G^2 = 3, 8, 11: -0.23, 0.01, 0.06 Ry
Plane waves at Gamma, L: 169, 168
Model conduction level at Gamma above valence top: 1.223 eV
Model conduction level at L above valence top: 0.953 eV
Parity, valence top at Gamma: +1
Parity, lowest conduction level at Gamma: -1
Parity, conduction level at L: +1
Same L level about another bond centre: -1
Springs, stretching and transverse: 120, 10 N/m
Model atomic mass: 73 u
Worked-example indirect gap: 700 meV
TA: parity +1, M omega^2 20.0 N/m, phonon 8.45 meV, emission edge 708.45 meV
LA: parity -1, M omega^2 133.3 N/m, phonon 21.83 meV, emission edge 721.83 meV
LO: parity +1, M omega^2 240.0 N/m, phonon 29.29 meV, emission edge 729.29 meV
TO: parity -1, M omega^2 353.3 N/m, phonon 35.54 meV, emission edge 735.54 meV
TA: band-edge strength relative to LA 1.71e-28
LA: band-edge strength relative to LA 1.00e+00
LO: band-edge strength relative to LA 8.34e-28
TO: band-edge strength relative to LA 1.14e+00
TA: power of strength in electron, hole displacement 2.000, 1.997
LA: power of strength in electron, hole displacement 0.000, -0.006
LO: power of strength in electron, hole displacement 2.000, 1.996
TO: power of strength in electron, hole displacement -0.000, 0.000
Sampled free-pair powers, allowed, forbidden: 2.00, 2.99
Sampled warped-band powers, allowed, forbidden: 1.99, 2.99
Counted 1s-exciton powers, allowed, forbidden: 0.502, 1.503
Electron masses: 0.1, 0.1, 1.5 electron masses
Hole mass: 0.3 electron masses
Linear coefficient per component: 2.0 angstrom
hbar^2/(2 electron mass): 3.8100 eV angstrom^2
Scale W: 2.198 eV
Integrated strength ratio up to 20 meV, sampled, formula: 0.00682, 0.00682
Forbidden/allowed free-pair absorption at 10 meV: 0.00455
Forbidden/allowed free-pair absorption at 20 meV: 0.00910
Free-pair growth from 10 to 20 meV, allowed, forbidden: 4, 8
1s-exciton growth from 10 to 20 meV, allowed, forbidden: 1.414, 2.828
verified
```
